# Parabolic-barrier tunnelling lowers the activation energy by kB T at 2Tc, part 2

A hydrogen atom in copper hops between interstitial sites, partly by tunnelling. The question is how much tunnelling lowers the slope of the Arrhenius plot. The rate is

$$k(T)=\kappa(T)\,k_{\rm ref}(T),\qquad \beta=\frac{1}{k_BT},$$

where $\kappa$ is the tunnelling factor and $k_{\rm ref}$ treats passage over the barrier classically. The local activation energies and the drop $D$ are

$$E_a=-\frac{d\ln k}{d\beta},\qquad E_{\rm ref}=-\frac{d\ln k_{\rm ref}}{d\beta},$$

$$D\equiv E_{\rm ref}-E_a=\frac{d\ln\kappa}{d\beta}.$$

The barrier top is a parabola, $V(X)=V_0-\tfrac12m\omega_b^2X^2$, with $X$ the position along the path, $m$ the atom's mass, $V_0$ the barrier height and $\omega_b$ the barrier frequency. At energy $E$ the transmission probability is $P=1/(1+e^{-t})$, with $t=2\pi(E-V_0)/\hbar\omega_b$. The crossover temperature is

$$T_c=\frac{\hbar\omega_b}{2\pi k_B},$$

and $a=T_c/T$, $x=\pi a$.

The first derivation averaged $P$ thermally, with no lower limit on energy, and differentiated the result. For $T>T_c$ it gave

$$\kappa=\frac{x}{\sin x},\qquad D=k_BT\,(1-x\cot x).$$

At high temperature $\kappa\approx1+x^2/6$ and $D\approx(\hbar\omega_b)^2/(12\,k_BT)$; close to $T_c$, $D\approx k_BT^2/(T-T_c)$.

The second derivation used the mean energy $\langle E\rangle$ of the crossing atoms, whose weight is $P\,e^{-\beta E}$:

$$D=\langle E\rangle_{\rm classical}-\langle E\rangle=V_0+k_BT-\langle E\rangle .$$

This mean falls on cooling. At $T=2T_c$, where $a=\tfrac12$, the weight in $t$ is even,

$$w(t)=\frac{e^{-t/2}}{1+e^{-t}}=\frac{1}{e^{t/2}+e^{-t/2}}=\frac{1}{2\cosh(t/2)},$$

with $\int w\,dt=\pi$ and $\int t^2w\,dt=\pi^3$. Hence $\langle t\rangle=0$, $\langle E\rangle=V_0$ and $D=k_BT$, while $\kappa=\pi/2$.

The example takes the rough values $V_0=0.40$ eV and $\hbar\omega_b=0.10$ eV, with a constant prefactor in $k_{\rm ref}$. Then $T_c=184.7$ K and $2T_c=369.4$ K, where $D=0.0318$ eV and $E_a=0.368$ eV.

### A heavier isotope at the same temperature

Replace hydrogen by deuterium, keeping the potential and the temperature of 369.4 K. The barrier frequency scales as $m^{-1/2}$, and the mass ratio is 1.999, so $T_c$ falls from 184.7 K to $184.7/\sqrt{1.999}=130.6$ K. The sample is now further above its crossover. The tunnelling factor is 1.24 and the drop is 0.0143 eV, or 0.45 $k_BT$. The mean energy of the crossing deuterium atoms lies $0.0318-0.0143=0.0175$ eV above the barrier top, whereas for hydrogen it lies at the top. These figures contain the tunnelling part of the isotope effect alone. The bound vibrations, considered below, add their own.

### A barrier with feet

A real barrier flattens out towards the wells. The parabola of the example falls to the energy of the well bottom at a distance $X_0$ given by $V_0=\tfrac12m\omega_b^2X_0^2$, which for a proton is 0.058 nm. With a rough lattice constant of 0.36 nm, neighbouring octahedral and tetrahedral sites are $\sqrt3\times0.36/4=0.156$ nm apart. The narrowest point between them is the centre of a triangle of copper atoms, two thirds of the way from the octahedral site. If the saddle lies near this point, the octahedral site is about 0.104 nm away, and the parabola is too narrow on that side. The tetrahedral site is only about 0.052 nm away, so the real barrier is not symmetric. The symmetric barrier used next shows the effect of feet alone.

The Eckart barrier $V_0/\cosh^2(X/L)$ has such feet. It has the same curvature at the top if $2V_0/L^2=m\omega_b^2$. Its transmission is taken here as a known result:

$$P=\left[1+\left(\frac{\cosh\alpha}{\sinh\sigma}\right)^2\right]^{-1},$$

$$\sigma=\frac{2\pi\sqrt{V_0E}}{\hbar\omega_b},\qquad \alpha=\frac{\pi}{2}\sqrt{\frac{16V_0^2}{(\hbar\omega_b)^2}-1}.$$

For $V_0=4\hbar\omega_b$, the ratio of the example, it was tested against direct integration of the Schrödinger equation at energies $0.3\,\hbar\omega_b$ below and $0.2\,\hbar\omega_b$ above the top. The largest deviation was $2.3\times10^{-10}$.

For a barrier many quanta high, the effect on the drop can be found to first order in $\hbar\omega_b/V_0$. Both hyperbolic functions are then close to half a growing exponential, and $P\approx1/(1+e^{-\tau})$ with $\tau=2\sigma-2\alpha$. Put $E=V_0+\hbar\omega_bt/2\pi$ and expand the two square roots:

$$2\sigma\approx\frac{4\pi V_0}{\hbar\omega_b}+t-ct^2,\qquad 2\alpha\approx\frac{4\pi V_0}{\hbar\omega_b}-d,$$

$$c=\frac{\hbar\omega_b}{8\pi V_0},\qquad d=\frac{\pi\hbar\omega_b}{8V_0}=\pi^2c .$$

So $\tau=t+(d-ct^2)$. The transmission changes by $P'(t)(d-ct^2)$, where $P'=1/[4\cosh^2(t/2)]$. At $a=\tfrac12$ the weight changes by

$$\delta w=\frac{e^{-t/2}}{4\cosh^2(t/2)}\,(d-ct^2),\qquad e^{-t/2}=\cosh\frac t2-\sinh\frac t2 .$$

The norm receives only the even part, which is $\tfrac12w\,(d-ct^2)$. Its integral is $\tfrac12(\pi d-\pi^3c)$, and this is zero because $d=\pi^2c$. To first order the feet of this symmetric barrier leave $\kappa$ unchanged at $2T_c$; for an asymmetric barrier the cancellation is not complete.

The mean of $t$ receives only the odd part. Since $\sinh(t/2)/\cosh^2(t/2)=-4\,dw/dt$,

$$\int t\,\delta w\,dt=\int t\,(d-ct^2)\,\frac{dw}{dt}\,dt=-\int(d-3ct^2)\,w\,dt=-\pi d+3\pi^3c=2\pi^3c ,$$

by partial integration. Dividing by the norm $\pi$ gives $\langle t\rangle=2\pi^2c=\pi\hbar\omega_b/4V_0$. The drop is $D=k_BT(1-a\langle t\rangle)$, so at $2T_c$

$$\frac{D}{k_BT}\approx1-\frac{\pi\hbar\omega_b}{8V_0}.$$

The feet make the barrier thicker at low energy. They remove some deep tunnelling and raise the mean energy of the crossing atoms.

For the example the correction is $\pi/32=0.098$, which predicts 0.902. The thermal average with the full Eckart transmission gives 0.920, or $D=0.0293$ eV, so higher orders matter a little. For a barrier ten times as high, with the same $\omega_b$, the prediction is 0.9902 and the full average gives 0.9904. The tunnelling factor of the example is 1.574, against 1.571 for the parabola. This agreement to 0.2 per cent fits the absence of a first-order term. It also shows that a nearly correct $\kappa$ at one temperature does not guarantee an equally correct slope: here the Eckart drop lies 8 per cent below the parabolic value.

The finite depth of the wells is a much smaller matter if both lie 0.40 eV below the top. Cutting the parabola off at the energy of the well bottom, $t=-2\pi V_0/\hbar\omega_b=-25$, changes the drop by about $10^{-6}$ eV at $2T_c$. Octahedral and tetrahedral sites are not equivalent, however, and the shallower well sets the cut. If it lay only 0.15 eV below the top, the cut alone would lower the drop by about 0.001 eV. A shallow well also changes the shape of the barrier: an asymmetric Eckart barrier with the same curvature and wells 0.40 and 0.15 eV below the top gives a drop of 0.027 eV, about 0.005 eV below the parabolic value.

### The other vibrations

The atom also vibrates in directions in which it is bound. In the well there are three such modes; at the saddle there are two, since the third direction is the path. With these modes quantized,

$$k_{\rm ref}=\frac{k_BT}{h}\,\frac{Q_{\rm saddle}}{Q_{\rm well}}\,e^{-\beta V_0},$$

where each $Q$ is a product of factors $1/[2\sinh(\beta\hbar\omega/2)]$, one for each mode of frequency $\omega$. The mean energy of one mode is

$$U=-\frac{d}{d\beta}\ln\frac{1}{2\sinh(\beta\hbar\omega/2)}=\frac{\hbar\omega}{2}\coth\frac{\beta\hbar\omega}{2}.$$

The prefactor $k_BT/h$ contributes $k_BT$ to the activation energy. Writing this as $3k_BT-2k_BT$ and sharing it among the five modes gives

$$E_{\rm ref}=V_0+\sum_{\rm saddle}(U-k_BT)-\sum_{\rm well}(U-k_BT).$$

Each bracket is the excess of a quantum mode over its classical energy. The brackets vanish at high temperature and tend to the zero-point energy at low temperature.

Take three well modes of 0.08 eV and two saddle modes of 0.15 eV, again rough round values. At 369.4 K the saddle sum is 0.0891 eV and the well sum is 0.0457 eV, so $E_{\rm ref}$ rises by 0.043 eV. With the parabolic drop included,

$$E_a=0.40+0.0434-0.0318=0.412\ \text{eV}.$$

For these values the local activation energy ends up above the barrier height, although tunnelling lowers it by $k_BT$. The statement about the drop stands as long as the path is separable, because the bound modes then enter $E_{\rm ref}$ and $E_a$ alike. Modes that stiffen from 0.08 to 0.15 eV between well and saddle are not strictly separable from the path: their zero-point energy varies along it and adds to the curvature of the barrier. If the mode energy follows the shape of the barrier and the modes adjust adiabatically, $\omega_b$ rises by about 8 per cent and the Eckart drop at 369.4 K rises from 0.029 to about 0.035 eV. What fails is the inference from the drop to the measured slope when the bound modes are treated classically.

### The model beside the real material

Hydrogen in copper is a case of practical interest because copper lines in electronic circuits can take up hydrogen during processing and run warm, very roughly at 100 °C, which is close to $2T_c$ in the example. A migration energy near 0.4 eV is of the right rough size. The vibrational and barrier quanta are plausible but less certain, and the drop at $2T_c$ is proportional to the latter. At a fixed temperature near $2T_c$ the dependence is stronger: since $d(1-x\cot x)/dx=\pi/2$ at $x=\pi/2$, a small relative change of $\omega_b$ changes $D$ by a relative amount $\pi^2/4\approx2.5$ times as large. A measured migration energy already contains both quantum effects, so it is not the bare height $V_0$ that the model calls for. With the mode energies chosen here, treating the bound modes classically costs 0.043 eV in the activation energy, and the parabolic shape costs 0.0025 eV when measured against the symmetric Eckart barrier (about 0.005 eV against an asymmetric one whose wells lie 0.40 and 0.15 eV below the top). The first figure depends strongly on the modes: with 0.12 eV at the saddle and 0.10 eV in the well it would be $-0.006$ eV. Friction and the coupling of the hop to motion of the copper atoms have not been sized. Real lines also contain vacancies and grain boundaries that can hold hydrogen. Where most of the hydrogen is trapped, the effective activation energy for transport rises by roughly the binding energy, which can be tenths of an electronvolt and would hide a drop of 0.03 eV.

### What each derivation assumes

Both derivations assume thermal equilibrium of the arriving atoms, a separable path, no friction, and a well deep enough for the lower limit of the energy integral not to matter. They also treat the arrival energies as continuous. If these were sharp levels 0.08 eV apart, the well quantum of the example, the drop at $2T_c$ would lie between about 0.028 and 0.036 eV, depending on where the levels fall relative to the barrier top, provided the reference rate $k_{\rm ref}$ keeps its continuous energies. Both derivations share the transmission probability of the parabola, but they use different amounts of it.

The first needs $P$ at every energy, since it evaluates the thermal average in closed form before differentiating. In return it gives the drop at every temperature above $T_c$, and with it the high-temperature law and the divergence at $T_c$. In that derivation the value $k_BT$ appears because a cotangent vanishes.

The second needs, at $2T_c$, only that the weight $P\,e^{-\beta E}$ be symmetric about the barrier top. Written out, this condition is

$$\frac{P(V_0+\Delta)}{P(V_0-\Delta)}=e^{2\beta\Delta}$$

for every energy offset $\Delta$. The parabola satisfies it, since $P(t)/P(-t)=e^{t}$ and $2\beta\Delta=2at=t$ at $a=\tfrac12$. Any other transmission with this property at some temperature would give the same drop there, whatever its tunnelling factor. By itself the symmetry does not fix the size of the drop at other temperatures. It does fix the side: since the mean energy of the crossing atoms falls on cooling, the drop is smaller than $k_BT$ above this temperature and larger than $k_BT$ below it, as long as the thermal average exists. The identity for the mean energy does hold for any transmission that is independent of temperature, and for that reason it could be carried over to the Eckart barrier, where the symmetry is lost and the drop departs from $k_BT$. The computed values for both barriers are in the numerical output.

## Table of computed values

```
TESTS (largest deviations)
parabola transmission, solved vs formula: 1.4e-06
Eckart transmission, solved vs formula: 2.3e-10
kappa, quadrature vs formula (relative): 2.2e-16
drop/kBT, differences vs formula: 7.9e-05
drop/kBT, mean energy vs differences: 7.9e-05
drop/kBT at 2Tc from differences: 1.000001
kappa growth at 0.95 Tc, cut t=-50 to -100: 14.9
INPUTS (rough, H in Cu)
barrier height V0: 0.40 eV
barrier quantum hbar omega_b: 0.10 eV
lattice constant: 0.36 nm
well modes: 3 of 0.08 eV
saddle modes: 2 of 0.15 eV
RESULTS AT T = 2Tc
omega_b: 1.519e+14 rad/s
parabola half-width at its base: 0.0576 nm
half the octahedral-tetrahedral distance: 0.0779 nm
Tc: 184.7 K
2Tc: 369.4 K
kBT: 0.03183 eV
kappa: 1.57080
mean flux energy minus V0: 0.0e+00 eV
drop: 0.03183 eV
local activation energy: 0.3682 eV
drop/kBT from kappa = 1 + x^2/6: 0.5828
TABLE: T/Tc, T (K), kappa, drop (eV), drop/kBT
1.25  230.9  4.2758  0.08871  4.4592
1.50  277.0  2.4184  0.05274  2.2092
2.00  369.4  1.5708  0.03183  1.0000
3.00  554.1  1.2092  0.01888  0.3954
5.00  923.5  1.0690  0.01076  0.1352
ARRHENIUS FIT AND DEUTERIUM
drop from slope 320 K to 420 K: 0.03284 eV
deuteron/proton mass ratio: 1.9990
deuterium Tc: 130.6 K
deuterium kappa at the same T: 1.2398
deuterium drop at the same T: 0.01432 eV
deuterium drop/kBT at the same T: 0.4498
NEGLECTED EFFECTS AT THE SAME T
Eckart kappa: 1.5744
Eckart drop: 0.02930 eV
Eckart drop/kBT: 0.9204
Eckart drop/kBT, ten times the height: 0.9904
change of drop from finite well depth: -9.6e-07 eV
well modes, sum of mean energy - kBT: 0.0457 eV
saddle modes, sum of mean energy - kBT: 0.0891 eV
bound-mode shift of E_ref: +0.0434 eV
E_a with bound modes and parabola: 0.4116 eV
```
